\section*{Fermi–Dirac occupations from minimizing the Mermin free energy}

Suppose that two orbitals $a$ and $b$ compete for the last electron of a self-consistent calculation, and that filling either one raises its level above the other through the electron repulsion. If $a$ is filled, the new levels say that $b$ should have been filled; if $b$ is filled, they say $a$. Putting the whole electron into whichever of $a$ and $b$ lies lower then has no self-consistent answer, and an iteration that follows this rule without mixing the densities jumps between two of them. Fractional occupations offer a way out, but they need a principle to fix them. Values chosen by hand, or taken from the levels of some other Hamiltonian, in general do not minimize the energy or free energy of the system at hand, and if they change with the parameters of the system, derivatives of the resulting energy contain extra contributions from that change. At a temperature $T>0$ the principle is that the free energy be as low as possible.

Take $M$ orthonormal spin-orbitals $\psi_i$ that span the chosen one-electron space, with occupations $0\le f_i\le 1$. The density is $n=\sum_i f_i|\psi_i|^2$. In the Kohn--Sham form of Mermin's theory the free energy is
\begin{equation}
A=E-TS,\qquad E=\sum_i f_i\langle\psi_i|h|\psi_i\rangle+E_{\rm Hxc}[n],
\label{A}
\end{equation}
where $h$ holds the kinetic energy and the external potential, and $E_{\rm Hxc}$ the Hartree and exchange-correlation energies. I assume that $E_{\rm Hxc}$ is differentiable, with potential $v_{\rm Hxc}=\delta E_{\rm Hxc}/\delta n$. The number $N=\sum_i f_i$ is prescribed, with $0<N<M$.

The entropy in \eqref{A} is that of independent electrons. Let $n_i=0$ or $1$ say whether orbital $i$ is occupied. If the orbitals are filled independently, a configuration has probability $P=\prod_i f_i^{n_i}(1-f_i)^{1-n_i}$. Its logarithm is a sum over orbitals, and the mean of $n_i$ is $f_i$, so that $S=-k\langle\ln P\rangle$ becomes
\begin{equation}
S=k\sum_i s(f_i),\qquad s(f)=-f\ln f-(1-f)\ln(1-f).
\label{S}
\end{equation}
Here $k$ is Boltzmann's constant. The derivative is
\begin{equation}
s'(f)=-\ln f-1+\ln(1-f)+1=\ln\frac{1-f}{f}.
\label{ds}
\end{equation}
Configurations with different total numbers of electrons all contribute to this entropy. The prescribed $N$ is therefore a mean, and since the variances of independent variables add, the variance of the number is $\sum_i f_i(1-f_i)$.

The constraints $0\le f_i\le1$ could in principle stop the minimization at an edge, where derivatives need not vanish. The entropy prevents this. Suppose a minimum had $f_a=0$. Because $N>0$, some other orbital has $f_b>0$. Move a small amount $\delta$ from $b$ to $a$ with the orbitals held fixed. The energy changes by an amount of order $\delta$. The entropy of orbital $a$ rises by
\begin{equation}
k\,s(\delta)=k\left[-\delta\ln\delta+\delta+O(\delta^2)\right].
\end{equation}
The entropy of $b$ changes by order $\delta$ if $f_b<1$, and rises by the same $k\,s(\delta)$ if $f_b=1$, because $s(1-\delta)=s(\delta)$. In both cases the term $kT\,\delta\ln\delta$, which is negative, outweighs everything of order $\delta$ once $\delta$ is small enough. So $A$ falls, and the supposed minimum was none. The same argument excludes $f_a=1$: since $N<M$, there is an orbital that can receive charge. At $T>0$ every occupation at a minimum lies strictly between 0 and 1, and ordinary stationarity conditions apply.

These conditions follow from the first-order change of $E$. Varying both occupations and orbitals, and using $\delta E_{\rm Hxc}=\int v_{\rm Hxc}\,\delta n$, one finds
\begin{equation}
\delta E=\sum_i \delta f_i\,H_{ii}+\sum_i f_i\left(\langle\delta\psi_i|H|\psi_i\rangle+\langle\psi_i|H|\delta\psi_i\rangle\right),
\label{dE}
\end{equation}
with $H=h+v_{\rm Hxc}[n]$ and $H_{ij}=\langle\psi_i|H|\psi_j\rangle$. The interaction enters with its full potential, without a factor $\tfrac12$: the derivative of the quadratic Hartree energy has already absorbed that factor.

Consider first the orbitals at fixed occupations, for which $S$ does not change. A small rotation by an angle $\theta$ that keeps them orthonormal is $\delta\psi_i=\theta\psi_j$, $\delta\psi_j=-\theta\psi_i$. Equation \eqref{dE} gives
\begin{equation}
\delta E=2\theta f_i\,{\rm Re}H_{ji}-2\theta f_j\,{\rm Re}H_{ij}=2\theta(f_i-f_j)\,{\rm Re}H_{ij},
\end{equation}
since $H$ is Hermitian. Repeating the rotation with $\psi_j$ replaced by $i\psi_j$ (where the factor $i$ is the imaginary unit) gives the same condition for the imaginary part. Stationarity thus requires
\begin{equation}
(f_i-f_j)H_{ij}=0 .
\label{rot}
\end{equation}
Orbitals with different occupations are not coupled by $H$. If all occupations differ, each orbital is an eigenfunction, $H\psi_i=\varepsilon_i\psi_i$.

Janak's theorem now gives the slope of the energy with respect to an occupation. Let $E(f_1,\dots,f_M)$ be the energy after the orbitals have been made stationary at these occupations, and let the orbitals follow the occupations smoothly. Changing $f_i$ alone changes the orbitals too, and \eqref{dE} with the eigenvalue equation yields
\begin{equation}
\frac{\partial E}{\partial f_i}=\varepsilon_i+\sum_j f_j\varepsilon_j\frac{\partial}{\partial f_i}\langle\psi_j|\psi_j\rangle=\varepsilon_i .
\label{janak}
\end{equation}
The sum vanishes because each norm stays equal to one. The orbitals do respond, but their response does not affect the energy to first order. Note that $f_i$ is varied here without compensation; the condition of fixed $N$ comes in next.

Add the constraint with a multiplier $\mu$ and make $A-\mu(\sum_i f_i-N)$ stationary. With \eqref{janak} and \eqref{ds},
\begin{equation}
\varepsilon_i-kT\ln\frac{1-f_i}{f_i}-\mu=0 .
\label{stat}
\end{equation}
This says that adding a little charge costs the same free energy in every orbital. If it did not, moving charge from the more expensive orbital to the cheaper one would lower $A$. Solving for the occupation takes two lines:
\begin{align}
\frac{1-f_i}{f_i}&=e^{(\varepsilon_i-\mu)/kT},\\
f_i&=\frac{1}{e^{(\varepsilon_i-\mu)/kT}+1}.
\label{FD}
\end{align}
This is the Fermi--Dirac distribution, and its levels belong to the Hamiltonian built from the density that these same occupations produce.

Equal occupations need a separate word, because \eqref{rot} then says nothing about $H_{ij}$ and the smooth orbitals assumed in \eqref{janak} may not exist. At a joint minimum one can instead vary $f_i$ with the orbitals held fixed. Equation \eqref{dE} gives the slope $H_{ii}$, so \eqref{stat} holds with $H_{ii}$ in place of $\varepsilon_i$. If $f_i=f_j$, this forces $H_{ii}=H_{jj}$. Any rotation within the pair leaves the density, $E$ and $S$ unchanged, so the rotated orbitals are also a minimum and have the same diagonal elements. For $\phi=(\psi_i+e^{i\alpha}\psi_j)/\sqrt2$ this means
\begin{equation}
\langle\phi|H|\phi\rangle=H_{ii}+{\rm Re}\left(e^{i\alpha}H_{ij}\right)=H_{ii}\quad\text{for every }\alpha,
\end{equation}
hence $H_{ij}=0$. The orbitals are eigenfunctions in this case as well, and \eqref{FD} holds at every minimum.

For given levels, the number condition fixes $\mu$. Differentiating \eqref{FD} gives
\begin{equation}
\frac{d}{d\mu}\sum_i f_i=\frac{1}{kT}\sum_i f_i(1-f_i)>0,
\end{equation}
and the sum runs from 0 to $M$ as $\mu$ runs from $-\infty$ to $\infty$, so it passes $N$ once. The levels themselves depend on the density. In practice one starts from a trial density, diagonalizes $H$, finds $\mu$ and the occupations, forms a new density, mixes part of it into the old one, and repeats until the two agree. The derivation identifies the end point of this loop. It does not promise that a given mixing reaches it.

Nor does it say that every end point is a minimum, since \eqref{FD} expresses stationarity. A sufficient condition can be proved directly. Let $f_i,\psi_i,\varepsilon_i$ be a self-consistent solution with density $n$ and Hamiltonian $H$, and compare it with any other state with occupations $g_a$, orbitals $\phi_a$, density $n'$ and the same $N$. Suppose that $E_{\rm Hxc}$ is convex, so that it lies above its tangent:
\begin{equation}
E_{\rm Hxc}[n']\ge E_{\rm Hxc}[n]+\int v_{\rm Hxc}[n]\,(n'-n).
\end{equation}
Then $A'-A$ is at least the difference of $\langle H\rangle-TS$ between the two states, with $H$ held fixed. Write $p_{ai}=|\langle\psi_i|\phi_a\rangle|^2$, which sums to one over either index. Since $N$ is equal for both states, $\mu N$ may be subtracted from each, and \eqref{stat} replaces $\varepsilon_i-\mu$ by $kT\ln[(1-f_i)/f_i]$. For the self-consistent state the terms combine to
\begin{equation}
kT\sum_i\left[f_i\ln\frac{1-f_i}{f_i}-s(f_i)\right]=kT\sum_i\ln(1-f_i).
\end{equation}
For the other state they are $kT\sum_{ai}p_{ai}\{g_a\ln[(1-f_i)/f_i]-s(g_a)\}$. Subtracting,
\begin{equation}
A'-A\ge kT\sum_{ai}p_{ai}\left[g_a\ln\frac{g_a}{f_i}+(1-g_a)\ln\frac{1-g_a}{1-f_i}\right].
\label{gibbs}
\end{equation}
As a function of $g_a$, the bracket and its first derivative vanish at $g_a=f_i$, and its second derivative is $1/[g_a(1-g_a)]\ge4$. The bracket is therefore at least $2(g_a-f_i)^2$, and $A'\ge A$. For electrons without interaction, or with a convex $E_{\rm Hxc}$, the Fermi--Dirac solution is the global minimum. If $E_{\rm Hxc}$ is convex merely in a neighbourhood of $n$, the argument covers nearby states and proves a local minimum. The exchange-correlation energy can spoil convexity, and a stationary solution may then be a saddle point, or several minima may coexist.

The curvature shows what competes. Where the orbitals follow smoothly, differentiating $\partial A/\partial f_i=\varepsilon_i+kT\ln[f_i/(1-f_i)]$ once more gives
\begin{equation}
\frac{\partial^2A}{\partial f_i\partial f_j}=\frac{\partial\varepsilon_i}{\partial f_j}+\delta_{ij}\frac{kT}{f_i(1-f_i)},
\label{hess}
\end{equation}
to be used for changes with $\sum_i\delta f_i=0$. The entropy term is positive and at least $4kT$. For a transfer of charge from orbital $i$ to orbital $j$, the first term contributes $\partial\varepsilon_i/\partial f_i+\partial\varepsilon_j/\partial f_j-2\,\partial\varepsilon_i/\partial f_j$. This is negative if the transfer lowers $\varepsilon_j$ relative to $\varepsilon_i$, which can happen even when each level rises with its own filling, and at low temperature it may win, provided both occupations stay fractional so that the entropy term shrinks with $kT$.

A small model shows the numbers. Electrons of one spin direction occupy five sites in a row, with mean number $N=2$. The site energies are $0,\,-1,\,0.5,\,-0.5,\,1$ eV, and neighbouring sites are coupled by $-1$ eV. With site densities $n_p$, the interaction energy is
\begin{equation}
E_{\rm Hxc}=\frac12\sum_{pq}W_{pq}n_pn_q-\frac34c\sum_p n_p^{4/3},\qquad W_{pq}=\frac{2\ {\rm eV}}{1+|p-q|},
\end{equation}
with $c=0.5$ eV, so the potential on site $p$ is $\sum_qW_{pq}n_q-c\,n_p^{1/3}$. The second term imitates exchange; the model describes no particular material. With $kT=0.5$ eV, or about 5800 K, all five occupations are visibly fractional. The self-consistent solution has $\mu=1.175$ eV and
\begin{equation}
\begin{array}{c|ccccc}
i&1&2&3&4&5\\ \hline
\varepsilon_i\ ({\rm eV})&-0.267&0.459&1.911&2.658&3.473\\
f_i&0.947&0.807&0.187&0.049&0.010
\end{array}
\end{equation}
For the third level, $(1.911-1.175)/0.5=1.472$ and $f_3=1/(e^{1.472}+1)=0.187$. The energy is $E=-1.267$ eV and the entropy is $S/k=1.430$, so
\begin{equation}
A=-1.267-0.5\times1.430=-1.982\ {\rm eV}.
\end{equation}

The numerical check also minimizes $A$ directly over occupations and orbital rotations, without using eigenvalues or the Fermi function. From two random starts it reaches the same $A$, with occupations that agree to better than $10^{-8}$. Janak's theorem is tested away from equilibrium, at occupations $0.90,\,0.60,\,0.30,\,0.15,\,0.05$. There the third level lies at 1.925 eV, and the finite-difference slope of the relaxed energy with respect to $f_3$ is also 1.925 eV; the other four pairs agree equally well.

The argument about the edges can be followed in numbers too. Start from occupations $1,1,0,0,0$ and move $\delta=0.001$ from the second orbital to the third. The energy rises by 0.00138 eV. Both orbitals gain entropy $k\,s(0.001)=0.00791\,k$, which contributes $-2\times0.5\times0.00791=-0.00791$ eV. The free energy falls by 0.0065 eV, although the charge moved uphill.

At the solution, the matrix of second derivatives of $E_{\rm Hxc}$ with respect to the site densities has lowest eigenvalue $0.49$ eV. It is positive, so the solution is a local minimum by the argument after \eqref{gibbs}. Convexity does not hold for all densities, because the exchange-like term contributes $-(c/3)n_p^{-2/3}$, which diverges on an empty site. That no lower minimum exists is thus supported by the two direct searches but not proved. For a transfer from level 2 to level 3, the entropy part of \eqref{hess} is
\begin{equation}
0.5\left[\frac{1}{0.807\times0.193}+\frac{1}{0.187\times0.813}\right]\approx6.5\ {\rm eV},
\end{equation}
out of a total of 6.9 eV. The remaining 0.4 eV comes from the response of the levels. The entropy supplies most of the stiffness against such a transfer, and the high temperature is not the reason. Levels 2 and 3 are separated by a gap, so on further cooling $f_2\to1$ and $f_3\to0$, the products $f_i(1-f_i)$ fall exponentially, and the entropy part grows without bound.

Which levels enter \eqref{FD} matters. Occupations computed from the eigenvalues of $h$ alone are $0.960,\,0.823,\,0.168,\,0.039,\,0.010$. Even with the orbitals then fully relaxed at these occupations, $A$ lies 2.5 meV above the minimum. The difference is modest because $A$ is stationary, so the excess is of second order in the errors $\delta f_i$ of the occupations, all below 0.02; the entropy part of \eqref{hess} alone gives $\tfrac12\sum_i kT\,\delta f_i^2/[f_i(1-f_i)]\approx2.3$ meV. These errors are small because a common shift of all levels is absorbed by $\mu$, and only changes of their spacing count: the gap between levels 2 and 3 is 1.57 eV for $h$ and 1.45 eV for the self-consistent $H$.

The sum of occupied eigenvalues must not be mistaken for the energy. Since $\varepsilon_i$ contains $v_{\rm Hxc}$,
\begin{equation}
E=\sum_i f_i\varepsilon_i+E_{\rm Hxc}[n]-\int v_{\rm Hxc}\,n .
\end{equation}
In the model the sum is $+0.639$ eV while $E=-1.267$ eV; the correction of $-1.906$ eV removes the double counting of the interaction. Moreover, the derivative of $\sum_jf_j\varepsilon_j$ with respect to $f_i$ is $\varepsilon_i+\sum_jf_j\,\partial\varepsilon_j/\partial f_i$. It is $E$, and not this sum, whose slope is the eigenvalue.

Because $A$ is stationary, its own derivatives are simple. Along a smooth branch of minima, the orbital changes drop out and each $\partial A/\partial f_i$ equals $\mu$, so
\begin{equation}
dA=\mu\sum_i df_i-S\,dT=\mu\,dN-S\,dT .
\end{equation}
The multiplier is thus the chemical potential. Finite differences in the model give $dA/dN=1.175$ eV and $dA/d(kT)=-1.430$, equal to $\mu$ and $-S/k$. If the exchange-correlation energy depends explicitly on $T$, as the exact one does, its temperature derivative at fixed density is added to $-S$. The form of \eqref{FD} is unaffected, because $T$ is constant during the minimization. Using a ground-state functional at $T>0$ is an approximation, and $S$ is the entropy of the Kohn--Sham electrons, not the full entropy of the interacting system.

As $T\to0$ with levels that approach definite limits, \eqref{FD} gives $f_i\to1$ below $\mu$ and $f_i\to0$ above it. An occupation may also stay fractional in the limit. By \eqref{stat}, $\varepsilon_i-\mu=kT\ln[(1-f_i)/f_i]$ then goes to zero, so that its level approaches $\mu$ itself. This resolves the competition between $a$ and $b$ described at the start: they can share the electron, with their levels pulled together at $\mu$. In the opposite limit, $kT$ much larger than the spread of the levels, all occupations approach $N/M$.

Finally, it can matter for few electrons that the number condition fixes only a mean. If the number is sharply 2, each pair of orbitals has a weight proportional to $e^{-(\varepsilon_i+\varepsilon_j)/kT}$. With the self-consistent levels above held fixed, this gives occupations $0.985,\,0.936,\,0.063,\,0.014,\,0.003$. The second differs from its Fermi--Dirac value by 0.13. The Fermi--Dirac result belongs to a system that exchanges electrons with its surroundings. For the independent Kohn--Sham electrons, with the levels held fixed, the number variance $\sum_i f_i(1-f_i)$ is here 0.41; like $S$, it is not the corresponding quantity of the interacting system.

\section*{Numbers as computed}
\begin{verbatim}
sites 5, mean electron number 2.0
hopping 1.0 eV, repulsion scale 2.0 eV, c 0.5 eV
site energies (eV): 0.0 -1.0 0.5 -0.5 1.0
kT = 0.5 eV, T = 5802 K
-- self-consistent Fermi-Dirac solution
levels eps_i (eV): -0.26733 0.45921 1.91067 2.65819 3.47286
occupations f_i: 0.94709 0.80717 0.18677 0.04898 0.01000
site densities: 0.36411 0.61504 0.25323 0.56940 0.19823
mu = 1.17508 eV
E = -1.266538 eV, S/k = 1.430260, TS = 0.715130 eV
A = -1.981668 eV
sum f_i eps_i = 0.639229 eV
-- direct minimization, two random starts
A = -1.981668 eV
occupations: 0.94709 0.80717 0.18677 0.04898 0.01000
largest occupation difference: 7.1e-09
A = -1.981668 eV
occupations: 0.94709 0.80717 0.18677 0.04898 0.01000
largest occupation difference: 9.0e-10
-- Janak test
chosen occupations: 0.90 0.60 0.30 0.15 0.05
levels (eV): -0.27915 0.42339 1.92539 2.65547 3.45433
slopes dE/df_i (eV): -0.27915 0.42339 1.92539 2.65547 3.45433
-- entropy by enumeration
S/k = 1.430260, variance of N = 0.41411
-- leaving integer occupations 1 1 0 0 0
moved charge 0.001, dE = 0.001379 eV, dA = -0.006528 eV
-- curvature
level 2 to 3: formula 6.9147 eV, direct 6.9147 eV
lowest curvature at fixed N: 3.4562 eV
lowest eigenvalue of Hxc kernel: 0.4859 eV
-- envelope derivatives
dA/dN = 1.17508 eV, dA/d(kT) = -1.43026
-- contrast: occupations from bare levels of h
bare levels (eV): -2.05842 -1.23512 0.33242 1.13217 1.82895
occupations: 0.96013 0.82272 0.16795 0.03918 0.01002
A with relaxed orbitals = -1.979139 eV
excess over minimum = 2.529 meV
-- contrast: sharp N = 2, same self-consistent levels
occupations: 0.98484 0.93575 0.06250 0.01413 0.00278
\end{verbatim}
